# Why a silicon (111) stacking fault shifts (110) but not (1-10) planes

## Question

I am trying to understand planar channelling of MeV helium ions in silicon that contains intrinsic stacking faults on $(111)$. I have been told that one such fault leaves the $(1\bar10)$ planes aligned but shifts the $(110)$ planes by one third of their spacing. By cubic symmetry these are the same kind of plane, so I do not see how a fault can treat them differently.

My attempt made things worse. Using the fault vector $\frac a6[11\bar2]$, I find a $(110)$ shift of two thirds of a spacing. With $\frac a6[\bar211]$ I get minus one third, but now the $(1\bar10)$ planes also move, by a whole spacing. Some descriptions use $\frac a3[111]$ instead, which is not even parallel to the fault.

Are these the same fault? What is the shift, with its sign, and what does it do to a channelled ion?

## Answer

Your two shear vectors describe one fault, and the shifts you found are correct. They differ by whole plane spacings, which leave a periodic set of planes unchanged. The vector $\frac a3[111]$ describes the same fault only with a minus sign, when it is read as the displacement of the upper crystal; the sign is derived below. The symmetry between $(110)$ and $(1\bar10)$ is broken by the choice of $(111)$ as the fault plane: $[111]$ lies in the $(1\bar10)$ planes but not in the $(110)$ planes.

I take an ideal, unrelaxed diamond crystal with cubic constant $a$, and let $[111]$ point from the lower crystal to the upper one.

### The plane spacing

The fcc sites are $\frac a2(u,v,w)$, with integers $u,v,w$ whose sum is even. The second atom of the basis is displaced by $\frac a4(1,1,1)$. The height of an atom along the unit normal of $(110)$ is

$$
\frac{x+y}{\sqrt2}=\frac{a}{2\sqrt2}\,(u+v)\quad\text{or}\quad \frac{a}{2\sqrt2}\,(u+v+1).
$$

Every integer value of $u+v$ occurs, since $w$ can be chosen to make the total even. For $(1\bar10)$ the height is $\frac{a}{2\sqrt2}(u-v)$ for both basis atoms. Both families therefore have the spacing

$$
d=\frac{a}{2\sqrt2}.
$$

With $a=0.5431$ nm, $d=0.1920$ nm.

### The fault vector

Along $[111]$, the quantity $(x+y+z)/a$ equals $n$ on the fcc layers and $n+\frac34$ on the basis layers, with $n$ an integer. Layers $n$ and $n+\frac34$ are joined by bonds along $[111]$ and form a double layer. Successive double layers are $a/\sqrt3$ apart.

An intrinsic fault results from removing one double layer and closing the gap. The upper crystal moves down by $a/\sqrt3$, so its displacement is

$$
\mathbf R=-\frac{a}{\sqrt3}\,\frac{(1,1,1)}{\sqrt3}=-\frac a3[111].
$$

Your shear vectors are related to this by

$$
\frac a6[11\bar2]=-\frac a3[111]+\frac a2[110],\qquad
\frac a6[\bar211]=-\frac a3[111]+\frac a2[011].
$$

The added vectors are lattice vectors. Each also raises the upper crystal by one double layer, because its components add up to $a$. This accounts for the different starting points: in the shear picture nothing has been removed, so the upper crystal begins one double layer lower. Both constructions give the same atoms.

The sign of the shear matters. The cut runs between the closely spaced layers $n-\frac14$ and $n$. Take a lower atom at $a(\frac14,\frac14,-\frac34)$ and an upper atom at $a(\frac12,\frac12,-1)$. The opposite shear, $\frac a6[\bar1\bar12]$, carries the upper atom to $a(\frac13,\frac13,-\frac23)$. The separation is then $\frac a{12}(1,1,1)$, whose length is only $0.078$ nm, against a bond length of $0.235$ nm. That is not the intrinsic fault.

### The offset

Let $s$ be the displacement of the upper $(hkl)$ planes along their normal, in units of $d$. For a $\{110\}$ family the index vector has length $\sqrt2$, so

$$
s=\frac{1}{d}\,\frac{\mathbf R\cdot(h,k,l)}{\sqrt2}
=\frac{2\sqrt2}{a}\,\frac{\mathbf R\cdot(h,k,l)}{\sqrt2}
=\frac{2\,\mathbf R\cdot(h,k,l)}{a}\pmod 1 .
$$

Inserting $\mathbf R=-\frac a3[111]$ gives

$$
s=-\frac23(h+k+l)\pmod 1 .
$$

For $(1\bar10)$ the index sum is zero, so $s=0$. For $(110)$ it is two, so

$$
s=-\frac43\equiv-\frac13\equiv+\frac23\pmod 1 .
$$

This proves the statement. Your shear vectors give the same answer:

- $\frac a6[11\bar2]$: $s=\frac26(1-1)=0$ for $(1\bar10)$, and $s=\frac26(1+1)=\frac23$ for $(110)$.
- $\frac a6[\bar211]$: $s=\frac26(-2-1)=-1\equiv0$ for $(1\bar10)$, and $s=\frac26(-2+1)=-\frac13$ for $(110)$.

Each continued $(110)$ plane thus lies $d/3=0.0640$ nm from one old plane position and $2d/3$ from the next. Exchanging the names "upper" and "lower" reverses the sign of $s$ but leaves these distances unchanged.

The result belongs to particular planes, not to all of $\{110\}$. For this fault $(1\bar10)$, $(10\bar1)$ and $(01\bar1)$ stay aligned, while $(110)$, $(101)$ and $(011)$ shift. On a $(1\bar11)$ fault the displacement is $-\frac a3[1\bar11]$, and the roles are exchanged: $(110)$ is aligned and $(1\bar10)$ has $s=-\frac43\equiv-\frac13$. A sample containing both faults disturbs both families.

Two variations show what the result depends on. An extrinsic fault has an inserted double layer and $\mathbf R=+\frac a3[111]$, so its $(110)$ offset is $+\frac13$. If the fault also opens by a small distance $\delta$ along $[111]$, the $(1\bar10)$ planes remain aligned, but the $(110)$ offset changes by $\sqrt{2/3}\,\delta/d$. An assumed $\delta=0.002$ nm changes it from $-0.3333$ to $-0.3248$. The value one third therefore requires a rigid, undilated fault, whereas the alignment of $(1\bar10)$ survives this dilation.

### What a channelled ion experiences

Let $x$ be the distance from mid-channel, $V(x)$ the potential energy averaged along the planes, with $V(0)=0$, and $\theta$ the small angle to the planes. For an ion of energy $E=\frac12Mv^2$, the transverse kinetic energy is $\frac12M(v\theta)^2=E\theta^2$. The transverse energy is

$$
E_t=E\theta^2+V(x).
$$

At an abrupt fault the ion's position and direction are continuous, but the planes move by $sd$. Its coordinate in the new channel is $x-sd$, reduced to the interval from $-d/2$ to $d/2$. Hence

$$
E_t'=E_t-V(x)+V(x-sd).
$$

For $(1\bar10)$, $E_t'=E_t$. For $(110)$, an ion at $x=0$ arrives $d/3$ off centre, and its distance to the nearest plane falls from $d/2$ to

$$
\frac d2-\frac d3=\frac d6=0.0320\ \text{nm}.
$$

To put an energy on this, take 2 MeV He and Lindhard's standard atomic potential, $Z_1Z_2e^2\,[1/r-1/\sqrt{r^2+3a_s^2}]$. Here $e^2$ includes $1/4\pi\varepsilon_0$, $Z_1=2$, $Z_2=14$, and the Thomas–Fermi screening length is $a_s=0.0194$ nm. With $N=8/a^3$, a plane contains $Nd=9.59$ atoms/nm². Integrating over the plane, with $\rho$ the in-plane distance, gives

$$
\begin{aligned}
U(y)&=2\pi Z_1Z_2e^2Nd\left[\sqrt{\rho^2+y^2}-\sqrt{\rho^2+y^2+3a_s^2}\right]_{\rho=0}^{\infty}\\
&=2\pi Z_1Z_2e^2Nd\left[\sqrt{y^2+3a_s^2}-|y|\right].
\end{aligned}
$$

The bracket vanishes at infinity, and the prefactor is $2429$ eV/nm. I obtain $V$ by adding $U$ for three planes on each side and subtracting the value at mid-channel.

I count an ion as dechannelled if it can come within a chosen $b=0.020$ nm of a plane. The limit is then $E_c=V(d/2-b)=27.5$ eV, corresponding to a critical angle

$$
\sqrt{E_c/E}=\sqrt{27.47/(2.0\times10^6)}=3.7\times10^{-3}\ \text{rad}=0.21^\circ .
$$

An ion at mid-channel moving parallel to the planes gains $V(d/3)=16.4$ eV. This is below $E_c$, so one fault makes it oscillate but does not dechannel it. An ion crossing mid-channel is lost if it already has more than $27.5-16.4=11.1$ eV of transverse kinetic energy.

### The fraction lost

A parallel beam enters at uniformly distributed positions $x_0$. The fraction $2b/d=0.208$ enters too close to a plane to be channelled. Each remaining ion has $E_t=V(x_0)$. Its transverse speed is proportional to $\sqrt{E_t-V(x)}$, so after averaging over oscillation phase the probability of finding it at $x$ is proportional to $1/\sqrt{E_t-V(x)}$. Its probability of loss is

$$
P(E_t)=\frac{\displaystyle\int_{E_t'>E_c}\frac{dx}{\sqrt{E_t-V(x)}}}{\displaystyle\int\frac{dx}{\sqrt{E_t-V(x)}}},
$$

where both integrals are confined to the ion's allowed region, $V(x)<E_t$.

Numerical quadrature, averaged over $x_0$, gives a lost fraction of $0.33$ of the channelled ions. This is $0.33(1-0.208)\approx0.26$ of the incident beam. Doubling the number of quadrature points in each variable changes $0.33$ by $-0.00004$; using 24 planes instead of six changes it by $0.0001$. The energies converge more slowly: sixteen planes raise $E_c$ by about $0.1$ eV. For $(1\bar10)$ the fault causes no loss in this model.

The phase average does not apply at one fixed shallow depth, because all ions start at the surface with zero transverse velocity. Integrating their trajectories numerically gives losses between about $0.15$ and $0.50$ for fault depths from 0 to 600 nm, with a mean of $0.33$. The small-amplitude oscillation wavelength is $169$ nm. An inclined fault is met at different depths across a beam spot, which averages over this variation if the spot covers enough of the fault.

### Limits of the estimate

For a $(001)$ wafer, I take the beam tilted by $12^\circ$ from $[001]$ within the chosen plane, to leave the axial channel. Adjacent $(110)$ planes then end at points staggered by $\sqrt2\,d/\cos12^\circ=0.278$ nm along the beam, which is tiny compared with 169 nm, so treating the fault as abrupt is reasonable.

Other assumptions matter more. Changing $b$ to $0.015$ or $0.025$ nm changes the lost fraction to $0.26$ or $0.41$. The energies depend on the atomic potential: the Molière and ZBL forms give $E_c\approx26.5$ and $19.5$ eV and $V(d/3)\approx17$ and $11.6$ eV, while the lost fraction stays at $0.34$ and $0.33$. Collisions with electrons also heat the transverse motion. An energy transfer $T$ to an electron of mass $m_e$ gives the ion a sideways momentum squared of at most about $2m_eT$, hence a transverse energy of at most about $(m_e/M)T$, half of it normal to the planes. With a rough stopping power of $250$ eV/nm over $300$ nm, the total transfer is $75$ keV and the heating is at most about $5$ eV. Adding this same amount to every ion, and keeping those still channelled on arrival, raises the lost fraction to $0.44$. Random sideways kicks with the same mean heating raise it less, to about $0.39$. Both values are rough, since they assign all the stopping to such collisions and ignore the lower electron density at mid-channel.

Beam alignment matters too: a misalignment of $0.05^\circ$ adds only $1.5$ eV of transverse energy, but raises the phase-averaged lost fraction to about $0.41$, because ions near mid-channel need little extra motion to be lost at the fault. An ion only $d/6-b=0.012$ nm off centre, on the side towards the nearer new plane, already lands within $b$ of it, and reaching that point takes only about $0.4$ eV. By contrast, smearing the planes by a rough room-temperature vibration amplitude of $0.0075$ nm, at fixed $b$, leaves the fraction at $0.33$. Nuclear multiple scattering and direct backscattering at the fault are omitted. The value $0.33$ is therefore a model estimate per channelled ion crossing one fault, not a predicted backscattering yield; the offsets $0$ and $-\frac13$ follow from the geometry alone.

All numerical values are calculated from the stated model.
